# Why Wolf summation recovers the rocksalt Madelung energy

**Question.** In a rocksalt crystal of point ions, take one ion and add up the Coulomb potentials of all others inside a sphere. The sum does not settle as the sphere grows. Wolf's remedy places a compensating charge on the sphere and damps the interaction. What error does the sphere make, and why do these two changes remove it?

**Answer.**

## What the right value is

Let the ions sit at integer points \((x,y,z)\), with charges \(q_j=(-1)^{x+y+z}\). Lengths are in the nearest-neighbour distance \(d\), charges in \(e\), and potentials in \(e/(4\pi\varepsilon_0 d)\). The ion at the origin is positive, \(q_0=1\).

The series \(\sum_{j\neq0}q_j/r_j\) converges only conditionally, so its value needs a definition. Divide the crystal into unit cubes with ions at the corners, each cube owning one eighth of each corner ion. The charge of a cube is a product of three factors, each odd in one coordinate about the cube's centre. Its moment \(\langle x^ay^bz^c\rangle\) therefore vanishes unless \(a,b,c\) are all odd. The charge, dipole and all second moments are zero, and the first surviving moment is \(\langle xyz\rangle\). The potential of a cube falls as \(r^{-4}\), while the number of cubes between \(r\) and \(r+dr\) grows as \(r^2dr\), so the sum over cubes converges absolutely. It gives

\[
V_\infty=-M,\qquad M=1.747565 .
\]

A negative ion sees \(+M\). With the factor \(\tfrac12\) that avoids double counting, the energy per ion pair is \(\tfrac12(1)(-M)+\tfrac12(-1)(M)=-M\), in units of \(e^2/(4\pi\varepsilon_0d)\).

This potential also has zero spatial average. Moving the lattice by one step along \(x\) reverses every charge, hence the potential, but cannot change its average. The average thus equals its own negative. This fixes the constant in the Fourier series below.

## What the sphere does

Let \(V(R)\) be the bare sum over \(0<r_j\le R\), and \(Q(R)\) the total charge in the sphere, central ion included. Since \(x+y+z\) and \(x^2+y^2+z^2\) have the same parity, all ions at one distance have the same sign. The sphere therefore takes in whole shells of one sign, and \(Q\) jumps up and down.

To see how these jumps enter, write the sum as an integral over \(dQ\) and integrate by parts from some \(\epsilon<1\), where \(Q=1\):

\[
V(R)=\int_\epsilon^R\frac{dQ(r)}{r}
=\frac{Q(R)}{R}-\frac1\epsilon+\int_\epsilon^R\frac{Q(r)}{r^2}\,dr .
\]

The integral averages over the oscillations of \(Q\). The boundary term \(Q(R)/R\) carries every jump in full. It is also the potential at the centre of a sphere of radius \(R\) with charge \(Q\) spread over its surface. Placing \(-Q\) there removes it and leaves

\[
S(R)=V(R)-\frac{Q(R)}R
=\sum_{0<r_j\le R}q_j\left(\frac1{r_j}-\frac1R\right)-\frac{q_0}{R}.
\]

An ion now enters the sum with weight zero, so \(S(R)\) is continuous. It remains to show that it tends to \(-M\), and how fast.

## The remainder after neutralising

Define \(\delta(R)=S(R)-V_\infty\), so that

\[
V(R)=-M+\frac{Q(R)}R+\delta(R).
\]

Subtract the full Coulomb sum from \(S\), term by term. An ion inside the sphere leaves \(-q_j/R\), one outside leaves \(-q_j/r_j\), and the centre leaves \(-q_0/R\). These are minus the potentials, at the origin, of uniformly charged shells of radius \(R\) centred on the ions:

\[
\delta(R)=-\sum_{\text{all }j}q_j\,u_R(r_j),\qquad
u_R(r)=\begin{cases}1/R,&r\le R\\ 1/r,&r>R.\end{cases}
\]

The outer part is summed over neutral cubes, as before. So \(\delta\) is minus the potential of a lattice of alternating shells. These overlap heavily when \(R\) is large, and their charge nearly cancels.

The cancellation is clearest in Fourier space. The density of unit charges on the integer lattice is \(\sum_{\mathbf m}e^{2\pi i\mathbf m\cdot\mathbf r}\), with \(\mathbf m\) an integer vector. The alternating sign multiplies it by \(e^{i\pi(x+y+z)}\). Hence

\[
\rho(\mathbf r)=\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
\mathbf G=\pi(h,k,l),\quad h,k,l\ \text{all odd}.
\]

Replacing each point by a shell multiplies each term by the average of \(e^{i\mathbf G\cdot\mathbf s}\) over the shell:

\[
\frac12\int_{-1}^{1}e^{iGR\mu}\,d\mu=\frac{\sin GR}{GR}.
\]

Poisson's equation in these units, \(\nabla^2\phi=-4\pi\rho\), supplies \(4\pi/G^2\). There is no \(G=0\) term because the average potential vanishes. At the origin,

\[
\delta(R)=-\frac1R\sum_{\mathbf G}\frac{4\pi}{G^3}\sin GR .
\]

This series converges slowly. It is read as the limit \(s\to0\) of the series with an extra factor \(e^{-G^2s^2/2}\). That factor amounts to averaging \(R\delta\) over a narrow Gaussian of width \(s\) in \(R\), which returns the same function in the limit because \(R\delta\) is continuous.

The size of \(\delta\) follows by grouping vectors of equal length. Let \(c_n\) be the number with \(h^2+k^2+l^2=n\), so \(G_n=\pi\sqrt n\). Over a long range of \(R\), sines of different \(G_n\) are uncorrelated and each \(\sin^2\) averages to \(\tfrac12\):

\[
\overline{(R\delta)^2}=\frac12\sum_n\left(\frac{4\pi c_n}{G_n^3}\right)^2 .
\]

This is finite. Once \(h\) and \(k\) are chosen, \(l\) is fixed up to sign, so \(c_n\le2(\sqrt n+1)^2\), which is of order \(n\). The terms \(c_n^2/n^3\) are then bounded by a constant times \(c_n/n^2\). As the number of vectors up to \(n\) grows as \(n^{3/2}\), \(c_n\) is on average of order \(\sqrt n\), and this bounding series converges like \(\sum n^{-3/2}\). Evaluating the mean square itself gives an rms of 0.5065 for \(R\delta\). Direct lattice sums for \(R\) from 20 to 60 give 0.5064. Thus \(\delta\) has rms size of about \(0.51/R\).

The central ion must be counted in \(Q\). Without it one would subtract \((Q-1)/R\), leaving an extra \(+1/R\) that does not average away. With it, the mean of \(R\delta\) over the same range is only 0.003.

## Why the bare sum never settles

The enclosed charge is the integral of \(\rho\) over the ball. For one \(\mathbf G\),

\[
\int_{r<R}e^{i\mathbf G\cdot\mathbf r}d^3r
=\frac{4\pi}{G}\int_0^R r\sin Gr\,dr
=4\pi\left(\frac{\sin GR}{G^3}-\frac{R\cos GR}{G^2}\right).
\]

Dividing by \(R\) and summing gives \(Q/R\). When \(\delta\) is added, the sine terms cancel:

\[
V(R)+M=\frac{Q(R)}R+\delta(R)=-\sum_{\mathbf G}\frac{4\pi}{G^2}\cos GR ,
\]

again in the smoothed sense. No factor \(1/R\) is left, so a larger sphere does not help. Over the radii tested, the typical net charge grows slightly faster than \(R\), so division by \(R\) does not make it small.

The numbers show this. Between \(R=10\) and 20 the rms bare error is 5.97, and between 40 and 60 it is 6.89. The rms remainder falls from 0.036 to 0.010 over the same windows. A fit of the bare error to a multiple of \(Q/R\), for \(R=20\) to 60, has slope 0.99999.

If net charge is the cause, nearly neutral spheres should give good bare sums. A sphere centred on an ion cannot be neutral here: the other ions come in pairs at \(\pm\mathbf r\) with equal charges, so \(Q\) is odd. But among the 3500 integer values of \(R^2\) from 100 to 3599 (\(R\) between 10 and 60), some of which enclose the same ions, 30 give spheres with \(|Q|\le3\). Their largest bare error is 0.117, far below the typical error of about 6.

## What damping adds

Neutralising alone gives convergence, but only as \(1/R\). This slow rate comes from the kink at \(R\): the shifted interaction \(1/r-1/R\) reaches zero there, but its slope jumps. Spreading the compensating charge uniformly through the ball instead matches the slope as well; the factor \(\sin GR/GR\) becomes \(3(\sin GR-GR\cos GR)/(GR)^3\), and the oscillation survives but falls as \(1/R^2\). Damping makes the interaction small before the sphere is reached. Write

\[
\frac1r=\frac{\operatorname{erfc}(\alpha r)}r+\frac{\operatorname{erf}(\alpha r)}r .
\]

The second part is the potential of a unit Gaussian charge \((\alpha^3/\pi^{3/2})e^{-\alpha^2r^2}\). The first is that of a point charge screened by an opposite Gaussian cloud. At the origin the cloud potential is finite: \(\operatorname{erf}(x)\simeq2x/\sqrt\pi\) gives \(2\alpha/\sqrt\pi\).

The exact potential omits the central ion. To use a complete lattice of clouds, add the central cloud and subtract it again:

\[
-M=\sum_{j\ne0}q_j\frac{\operatorname{erfc}(\alpha r_j)}{r_j}
-\frac{2\alpha}{\sqrt\pi}\,q_0+B(\alpha).
\]

Here \(B\) is the potential at the origin of all the Gaussian clouds. The transform of a unit Gaussian is \(e^{-G^2/4\alpha^2}\), so

\[
B(\alpha)=\sum_{\mathbf G}\frac{4\pi}{G^2}e^{-G^2/4\alpha^2}
\simeq\frac{32}{3\pi}\,e^{-3\pi^2/4\alpha^2}.
\]

The approximation keeps the eight shortest vectors, \(G^2=3\pi^2\), whose prefactor is \(8\times4\pi/(3\pi^2)\). Physically, wide clouds of alternating charge overlap and cancel. Wolf's sum drops \(B\).

With \(w(r)=\operatorname{erfc}(\alpha r)/r\), the Wolf potential is

\[
V_W(R)=\sum_{0<r_j\le R}q_j\,[w(r_j)-w(R)]
-q_0\left[w(R)+\frac{2\alpha}{\sqrt\pi}\right].
\]

The terms in \(w(R)\) add up to \(-Q(R)w(R)\), the damped form of the neutralising charge. To find the truncation error, integrate the omitted outer sum by parts. Since \(|Q|\) grows no faster than \(r^3\), \(Qw\) vanishes at infinity:

\[
\sum_{r_j>R}q_jw(r_j)=-Q(R)w(R)-\int_R^\infty Q(r)\,w'(r)\,dr .
\]

Subtracting this from the complete damped sum gives the sphere's part. The shift cancels its term \(+Q(R)w(R)\), and

\[
V_W(R)=-M-B(\alpha)+\int_R^\infty Q(r)\,w'(r)\,dr .
\]

The two errors pull in opposite directions. Larger \(\alpha\) shortens the interaction and reduces the typical size of the integral, but makes the clouds narrower and increases \(B\). As \(\alpha\to0\), \(B\) vanishes and the undamped neutralised sum returns. At fixed \(\alpha>0\), enlarging the sphere leads to \(-M-B\), not to \(-M\).

## How much the shift still matters

For \(\alpha R\gg1\), \(\operatorname{erfc}x\simeq e^{-x^2}/(x\sqrt\pi)\). To leading order \(w\) then decays near \(R\) as \(e^{-\kappa(r-R)}\), with \(\kappa=2\alpha^2R\). For one component of \(Q\), proportional to \(\cos(Gt+\varphi)\) with \(t=r-R\), the integral is, apart from sign and the factor \(w(R)\),

\[
\int_0^\infty\kappa e^{-\kappa t}\cos(Gt+\varphi)\,dt
=\operatorname{Re}\frac{\kappa e^{i\varphi}}{\kappa-iG}.
\]

Its amplitude is \(\kappa/\sqrt{\kappa^2+G^2}\); this is the error left with the shift. Without the shift the error is \(Q(R)w(R)+\int_R^\infty Qw'\,dr\), and since \(w'=-\kappa w\) this component gives

\[
\operatorname{Re}\,e^{i\varphi}\left(1-\frac{\kappa}{\kappa-iG}\right)
=\operatorname{Re}\frac{-iG\,e^{i\varphi}}{\kappa-iG},
\]

of amplitude \(G/\sqrt{\kappa^2+G^2}\). The shift thus reduces the component by the factor \(G/\kappa\). If \(w\) decays slowly, \(\kappa\ll G\), the charge oscillates many times within the decay length and the integral averages out, so the shift removes most of the error. If \(w\) decays quickly, \(\kappa\gg G\), the shift makes that component larger.

For \(R\) between 4 and 6, the shift reduces the rms truncation error by a factor of 53 without damping, 11.6 at \(\alpha=0.25\), 6.1 at 0.5 and 4.6 at 0.75. The trend agrees, although the estimate assumes \(\alpha R\gg1\) and so does not strictly cover the first two cases. With the stronger dampings both rms values are dominated by radii near 4, where \(w\) is largest, so those ratios describe the few shells there rather than the whole range. At \(\alpha=0.75\), \(\kappa\) runs from 4.5 at \(R=4\) to 6.8 at \(R=6\) and the shortest \(G\) is \(5.4\), so this estimate gives that component little or no gain. Longer vectors have larger \(G/\kappa\), which acts in the right direction, but their sum is not evaluated here, so the comparison is only qualitative.

## Choosing the damping

The truncation error carries the factor \(e^{-\alpha^2R^2}\) and the bias \(e^{-3\pi^2/4\alpha^2}\). Equal exponents require \(\alpha^4=3\pi^2/(4R^2)\), so

\[
\alpha^2=\frac{\pi\sqrt3}{2R},\qquad
\text{error}\sim e^{-\pi\sqrt3R/2}.
\]

Prefactors are ignored here, so this is a starting value rather than an optimum; slightly weaker damping can give a smaller error. The predicted decay rate is 2.721 per \(d\). With this damping, the rms error falls from \(1.8\times10^{-3}\) around \(R=3\) to \(4.5\times10^{-7}\) around \(R=6\), at a fitted rate of 2.773.

## A crystal in numbers

Take a model crystal with charges \(\pm e\), \(d=2.5\) Å and a cutoff of 12 Å, so \(R=12/2.5=4.8\). The energy unit \(e^2/(4\pi\varepsilon_0d)\) is 5.759858 eV.

The sphere holds 461 ions and a net charge of \(-11e\). The bare potential is \(-4.1448\), more than twice the correct magnitude. The charge term is \(Q/R=-11/4.8=-2.2917\), and removing it gives

\[
-4.1448+2.2917=-1.8531 .
\]

The remaining error is \(-0.1056\), or 6% of \(M\). The Fourier series for \(\delta\) gives the same value.

Damping the neutralised sum then gives:

| \(\alpha\) (Å⁻¹) | \(V_W\) | \(V_W+M\) |
|---|---:|---:|
| 0.1 | −1.787569 | \(-4.0\times10^{-2}\) |
| 0.2 | −1.748107 | \(-5.4\times10^{-4}\) |
| 0.3 | −1.747571 | \(-6.6\times10^{-6}\) |
| 0.4 | −1.749635 | \(-2.1\times10^{-3}\) |
| 0.5 | −1.777312 | \(-3.0\times10^{-2}\) |

At 0.2 Å⁻¹ and below, truncation dominates. At 0.3 Å⁻¹, where \(\alpha d=0.75\), the bias \(B=6.54\times10^{-6}\) accounts for nearly all of the error at this cutoff. The truncation error here is only about \(-8\times10^{-8}\). Its rms for \(R\) between 4 and 6 is \(6.0\times10^{-6}\), but that comes almost entirely from radii near 4: the factor \(e^{-\alpha^2R^2}\) falls about fiftyfold between \(R=4\) and \(R=4.8\). At 0.4 and 0.5 Å⁻¹ the errors match the biases \(2.07\times10^{-3}\) and \(2.97\times10^{-2}\), which a larger sphere would not cure. The balance rule gives 0.301 Å⁻¹, close to the best entry.

The energies per ion pair are \(-23.87\) eV for the bare sphere, \(-10.67\) eV after neutralising, and \(-10.06576\) eV for the Wolf sum at 0.3 Å⁻¹. The neutral-cube value is \(-10.06572\) eV. Without damping, the rms error \(0.5065/R\) would reach \(6.6\times10^{-6}\) only near \(R=8\times10^4\,d\).

These are electrostatic energies of fixed point charges. Short-range repulsion, polarisation and covalency are left out.

## Where the argument stops

The method relies on charge that cancels over short distances. In rocksalt the shortest \(G\) is \(\pi\sqrt3/d\), which makes \(B\) small at useful damping. What counts is the longest wavelength present in the charge density, not the size of the cell: at equal \(d\) the CsCl structure has the same shortest \(G\), while zincblende has \(3\pi/2d\). When the shortest \(G\) is smaller, \(e^{-G^2/4\alpha^2}\) is larger at the same \(\alpha\). Weaker damping and a larger sphere are needed.

An isolated charged defect is a more basic failure. Its potential at a distant ion is a real \(1/r\) contribution, with no opposite charge nearby to cancel it. Wolf's sum sets that contribution to zero once the defect lies outside the cutoff. Inside, an extra charge \(\Delta q\) at distance \(r\) contributes only \(\Delta q\,[w(r)-w(R)]\) instead of \(\Delta q/r\). Cutoff, damping and shift together therefore remove physics here, whereas in the perfect crystal the parts they leave out nearly cancel.

The numerical output follows.

## Table of computed values

```
Madelung constant M (neutral cubes) = 1.747564595
Window of R (d): rms bare error, rms remainder [e/(4 pi eps0 d)]
  10-20: 5.9741, 0.03631
  20-40: 6.4748, 0.01785
  40-60: 6.8905, 0.01042
Slope of bare error against Q/R, R = 20-60 d = 0.99999
rms of R*delta: lattice 0.5064, Fourier 0.5065 (e/(4 pi eps0))
Mean of R*delta with central ion in Q = 0.0030 e/(4 pi eps0)
Spheres with |Q| <= 3 e, R = 10-60 d: 30, largest bare error 0.1174 e/(4 pi eps0 d)
alpha*d: bias from lattice sum, leading Fourier term [e/(4 pi eps0 d)]
  0.75: 6.5431e-06, 6.5432e-06
  1.00: 2.0708e-03, 2.0708e-03
  1.25: 2.9747e-02, 2.9747e-02
alpha*d: rms truncation error without and with shift, R = 4-6 d
  0.00: 4.976e+00, 9.464e-02, ratio 52.58
  0.25: 4.483e-01, 3.874e-02, ratio 11.57
  0.50: 8.248e-03, 1.363e-03, ratio 6.05
  0.75: 2.782e-05, 6.025e-06, ratio 4.62
Balanced damping, rms error at R = 3,4,5,6 d: 1.81e-03, 1.06e-04, 6.55e-06, 4.45e-07
Decay rate: measured 2.773 /d, predicted 2.721 /d
Example: d = 2.5 angstrom, cutoff = 12.0 angstrom = 4.80 d
Energy unit e^2/(4 pi eps0 d) = 5.759858 eV
Ions in sphere = 461, Q = -11 e, Q/R = -2.291667 e/d
Bare potential = -4.144800 e/(4 pi eps0 d)
Neutralised potential = -1.853133 e/(4 pi eps0 d)
Remainder: lattice -0.105568, Fourier -0.105568
alpha (1/angstrom): Wolf potential, error [e/(4 pi eps0 d)]
  0.0: -1.85313293, -1.06e-01
  0.1: -1.78756857, -4.00e-02
  0.2: -1.74810741, -5.43e-04
  0.3: -1.74757122, -6.62e-06
  0.4: -1.74963542, -2.07e-03
  0.5: -1.77731199, -2.97e-02
Balanced damping = 0.3011 1/angstrom
Energy per ion pair, bare sphere = -23.8735 eV
Energy per ion pair, neutralised = -10.6738 eV
Energy per ion pair, Wolf alpha 0.3 = -10.06576 eV
Energy per ion pair, neutral cubes = -10.06572 eV
```
